# Comment on the Box Width of an N-Layer Tight-Binding Film

## The argument under review

The argument concerns electrons confined in a film of six identical atomic layers, spaced by $a=0.39$ nm. The film is described by a tight-binding model with hopping energy $t=0.25$ eV between adjacent layers. It runs as follows.

> Six layers, each 0.39 nm thick, make a film 2.34 nm thick. The electron cannot leave, so it is a particle in a hard-wall box of width 2.34 nm. With the bulk band mass, 1.002 electron masses, the lowest level should lie 68.5 meV above the band bottom. The tight-binding film has it at 49.5 meV. The level of a box varies as the inverse mass, so confinement has raised the mass to 1.39 electron masses.

Both energies are correct for the stated inputs, but the conclusion does not follow. The argument takes the width of the box from the geometry of the film, whereas the width should come from the condition that the film's ends impose on the wave. I therefore ask where the model puts the walls, and then what remains of the heavier mass.

## The levels of the film

Number the layers $j=1,\dots,N$ and let $\psi_j$ be the amplitude on layer $j$. Every layer has the same on-site energy, taken as zero. The hopping matrix element is $-t$ with $t>0$, and beyond the ends there is nothing to hop to. If all hops run straight along the crystal axes, a plane wave within the layers contributes an energy that is the same for every layer. It adds to the energy of motion across the film and can be set aside at fixed in-plane momentum.

For an interior layer the Schrödinger equation reads

$$-t(\psi_{j+1}+\psi_{j-1})=E\psi_j .$$

The end layers lack one neighbour:

$$-t\psi_2=E\psi_1,\qquad -t\psi_{N-1}=E\psi_N .$$

These two equations take the interior form if we add fictitious layers $0$ and $N+1$ and require

$$\psi_0=0,\qquad \psi_{N+1}=0 .$$

Nothing has been approximated: the added terms are zero.

Now try $\psi_j=e^{i\theta j}$, where $\theta=ka$ is the phase advance per layer. The interior equation gives $-t(e^{i\theta}+e^{-i\theta})=E$, or

$$E=-2t\cos\theta .$$

The waves with $\theta$ and $-\theta$ have the same energy, so we may combine them as $\psi_j=Ae^{i\theta j}+Be^{-i\theta j}$. The condition $\psi_0=0$ requires $B=-A$, hence $\psi_j\propto\sin(\theta j)$. The condition $\psi_{N+1}=0$ then requires $\sin[(N+1)\theta]=0$, so

$$\theta_n=\frac{n\pi}{N+1},\qquad E_n=-2t\cos\frac{n\pi}{N+1},\qquad n=1,\dots,N .$$

The values $n=0$ and $n=N+1$ are excluded because their amplitudes vanish on every layer. The cosine falls steadily between $0$ and $\pi$, so the $N$ energies are all different. An $N\times N$ matrix has $N$ eigenvalues, and the list is therefore complete.

For the normalization, use $\sin^2x=(1-\cos2x)/2$:

$$\sum_{j=0}^{N}\sin^2\frac{n\pi j}{N+1}=\frac{N+1}{2}-\frac12\sum_{j=0}^{N}\cos\frac{2\pi nj}{N+1}=\frac{N+1}{2}.$$

The last sum is the real part of a sum of $N+1$ phase factors spread evenly around the unit circle, which vanishes for $1\le n\le N$. The term $j=0$ contributes nothing to the left side, so the normalized amplitudes are $\sqrt{2/(N+1)}\,\sin(n\pi j/(N+1))$.

## Where the walls are

In a continuous box with walls at $z=0$ and $z=W$, the waves are $\sin(kz)$ with $kW=n\pi$. The film has $k_na=n\pi/(N+1)$. The two sets of wave numbers coincide for every $n$ if

$$W=(N+1)a .$$

The amplitudes on the layers are then samples of the box wave at $z=ja$. Six layers correspond to a box of seven spacings, 2.73 nm wide.

Three lengths need to be kept apart. The outermost atomic planes are $(N-1)a=1.95$ nm apart. Assigning each layer a cell of thickness $a$ gives $Na=2.34$ nm, the width used in the argument. The walls lie on the first missing layers, half a spacing beyond the cell face at each end. The model contains no condition at the cell face. It says that there is no amplitude on a layer that does not exist.

A single layer makes the difference plain. With $N=1$ the electron cannot hop, and its energy must be the on-site energy, zero. A width of $2a$ gives $\theta=\pi/2$ and $E=0$, as required. A width of $a$ would give $\theta=\pi$ and $E=+2t$, which is impossible for a matrix whose one element is zero.

## Equal wave numbers do not mean equal energies

The box in the argument has parabolic energies, while the film has a cosine band. Measured from the band bottom at $-2t$, the film levels are

$$\varepsilon_n=2t(1-\cos\theta_n)=4t\sin^2\frac{\theta_n}{2}.$$

For small $\theta$ this becomes $t\theta^2=ta^2k^2$. Setting it equal to $\hbar^2k^2/2m$ gives the band-bottom mass $m=\hbar^2/(2ta^2)$, here 1.002 electron masses. A parabolic box with this mass has levels

$$\varepsilon_n^{\rm box}(W)=ta^2\left(\frac{n\pi}{W}\right)^2 .$$

For the lowest level, $\theta_1=\pi/7=0.4488$, and the numbers are

- film: $4(0.25\ \text{eV})\sin^2(0.2244)=49.5$ meV;
- box of width $7a$: $(0.25\ \text{eV})(\pi/7)^2=50.4$ meV;
- box of width $6a$: $(0.25\ \text{eV})(\pi/6)^2=68.5$ meV.

Relative to the film level, the box of seven spacings is 1.7 % too high and the box of six is 38 % too high.

The remaining 1.7 % comes from the shape of the band. It can be expressed as a width $W_{\rm par}$, defined by requiring the parabolic box to reproduce the film energy:

$$ta^2\left(\frac{n\pi}{W_{\rm par}}\right)^2=4t\sin^2\frac{\theta_n}{2}
\quad\Rightarrow\quad
W_{\rm par}=\frac{n\pi a}{2\sin(\theta_n/2)} .$$

For small $\theta$, $2\sin(\theta/2)\approx\theta(1-\theta^2/24)$, whose inverse is $(1+\theta^2/24)/\theta$ to this order. Since $n\pi/\theta_n=N+1$,

$$W_{\rm par}\approx(N+1)a\left(1+\frac{\theta_n^2}{24}\right)=(N+1)a+\frac{n^2\pi^2a}{24(N+1)} .$$

For $N=6$ and $n=1$ the correction is $0.059a$, in agreement with the width $7.059a$ found from the diagonalized film. At fixed $n$ it vanishes as the film thickens. The excess $W_{\rm par}/a-N$ for the ground level is 1.105 at $N=3$, 1.032 at $N=12$ and 1.002 at $N=200$. It tends to one, not to zero.

High levels are another matter. For $n=6$ the film level is 950 meV, and the box of seven spacings gives 1813 meV. The wave number still corresponds to seven spacings, but the parabola no longer describes the band. Because $\sin x<x$ for positive $x$, the parabolic energy lies above the cosine energy at the same wave number. Narrowing the box to $Na$ raises it further, so $Na$ is the worse choice for every level of this film.

## What becomes of the heavier mass

The argument chooses a mass $m_{\rm fit}$ so that a box of width $Na$ reproduces $\varepsilon_1$. By definition, the true band mass reproduces the same level with width $W_{\rm par}$:

$$\frac{\hbar^2\pi^2}{2m_{\rm fit}(Na)^2}=\varepsilon_1=\frac{\hbar^2\pi^2}{2mW_{\rm par}^2}
\quad\Rightarrow\quad
\frac{m_{\rm fit}}{m}=\left(\frac{W_{\rm par}}{Na}\right)^2=\left(\frac{7.059}{6}\right)^2=1.384 .$$

Of this factor, $(7/6)^2=1.361$ comes from the misplaced walls and 1.017 from the shape of the band. The hopping, and with it the band-bottom mass, was the same throughout.

For thick films the factor is approximately $(1+1/N)^2\approx1+2/N$. Applied to a series of films, the argument would therefore report a mass that grows as the film gets thinner, even though the model contains no such effect.

Replacing the parabola by the cosine law helps little if the width remains $Na$. The result, $2t[1-\cos(\pi/N)]$, is the ground level of a film with $N-1$ layers, because $N=(N-1)+1$. Here it is 67.0 meV, the level of a five-layer film. The mistake amounts to miscounting the film by one layer.

A thickness series can locate the walls without prior knowledge of the mass. Since $1/\sqrt{\varepsilon_1}=W_{\rm par}/(\pi a\sqrt t)$, plotting this quantity against $N$ gives nearly a straight line for thick films, and its extrapolation approaches zero at $N=-1$ as the fitted films get thicker. The band shape biases thin series: a straight-line fit gives $-1.145$ over $N=3$ to $8$ and $-1.045$ over $N=10$ to $30$. This requires a known band bottom, from which $\varepsilon_1$ is measured, and the same hopping and end layers in every film. The value $-1$ belongs to unaltered end layers with nearest-neighbour hopping only and nothing beyond the ends. With the end layers unaltered, a second-neighbour hopping of 0.02 eV gives $-1.37$ over $N=3$ to $8$ and $-1.15$ over $N=60$ to $120$, and a 2 eV barrier gives $-1.34$ and $-1.23$. If the ends are altered equally in every film, without binding a state, the extrapolation generally reaches zero at a different $N$, which shows where the walls have moved.

## When the width would be N spacings

The result depends on the end layers being like the others. Suppose both have their on-site energy shifted by $\delta$, and write $r=\delta/t$. The equation for layer 1 is now

$$\delta\psi_1-t\psi_2=E\psi_1 .$$

Continue the interior wave to layer 0, defining $\psi_0$ by $-t\psi_2-t\psi_0=E\psi_1$. Subtracting the second equation from the first gives $\delta\psi_1+t\psi_0=0$, or

$$\psi_0=-r\psi_1 .$$

Let the continued wave be $\psi_j\propto\sin[\theta(j-s)]$, with its node at position $s$ in units of the spacing. Then $-\sin(\theta s)=-r\sin(\theta-\theta s)$. Expanding the right side,

$$\sin\theta s=r(\sin\theta\cos\theta s-\cos\theta\sin\theta s)
\quad\Rightarrow\quad
\tan\theta s=\frac{r\sin\theta}{1+r\cos\theta}.$$

By mirror symmetry the other node is at $N+1-s$, so the width is $W=(N+1-2s)a$.

- For $r=0$, $s=0$ and the width is $(N+1)a$.
- For $r=1$, the right side is $\sin\theta/(1+\cos\theta)=\tan(\theta/2)$, so $s=1/2$ and the width is $Na$ for every level.
- For $r\to\infty$, $s\to1$ and the width is $(N-1)a$. Two states sit on the end layers and rise in energy with them. In all the others the electron is expelled from the end layers, leaving $N-2$ layers, and $(N-2)+1=N-1$.

A box of width $Na$ thus fits a different film, for example one whose end layers are raised by the hopping energy, 0.25 eV.

For long waves and $r>-1$, the node tends to $s=r/(1+r)$. Lowered end layers have negative $s$ and a wider box. With $r=-0.5$ this limit gives nine spacings for six layers, and the actual ground level gives 8.78, since its wavelength is not very long. With $r=+0.5$ the actual width is 6.34. If $r<-1$, the end of a thick film binds a state below the band: $\psi_j\propto q^j$ with $q=-1/r$ satisfies the end condition, decays inward and has energy $-t(q+1/q)<-2t$. Such a state has no real wave number, and no box width describes it. If $r>1$, the same form with negative $q$ gives a state bound above the band, at $t(r+1/r)>2t$, and the width formula applies only to the remaining levels.

## Walls that can be penetrated

Let the film lie between thick barriers whose layers have on-site energy $V$ and the same hopping $t$. In the left barrier the amplitude falls by $e^{-\kappa}$ per layer away from the film, with

$$2t\cosh\kappa=V-E .$$

On barrier layer 0, $V\psi_0-t(\psi_{-1}+\psi_1)=E\psi_0$. Inserting $\psi_{-1}=e^{-\kappa}\psi_0$ gives

$$t\psi_1=(V-E-te^{-\kappa})\psi_0=te^{\kappa}\psi_0 ,$$

so $\psi_0=e^{-\kappa}\psi_1$. This is the previous end condition with $r=-e^{-\kappa}$. The node moves outward, and the box becomes wider than $N+1$ spacings. For $V=2$ eV the amplitude ratio is 0.103, the width is 7.22 spacings or 2.82 nm, and the ground level falls from 49.5 to 46.6 meV. As $V\to\infty$ the width returns to seven spacings.

## How far this carries to a real oxide film

The spacing and hopping are rough values in the regime of ultrathin strontium titanate, for titanium $d$ orbitals that hop well across the film. One assumption easily broken in a real film is that of identical end layers, since intermixing and charge at an interface can alter their energies. In the model, end shifts of $\pm0.125$ eV move the ground-level width between 6.3 and 8.8 spacings. The value $N+1$ is therefore the reference for end layers identical to the rest, not a prediction for every interface. Even a clean surface can have shifted end layers. Electron correlation, polarons, lattice distortion and spin-orbit coupling are left out.

Other neglected effects can be sized for the same six layers, changing one at a time:

- **Electric field.** With the potential held at zero in mid-film, 0.1 MV/cm lowers the ground level by 0.2 meV and 1 MV/cm by 16 meV. The stronger field matters about as much as the 17 meV error of miscounting one layer.
- **Second-neighbour hopping.** An added 0.02 eV raises the ground level, measured from its own band bottom, to 62 meV. The coefficient of $\theta^2$ grows from $t$ to $t+4(0.02\ \text{eV})=0.33$ eV. The width changes little, to 7.13 spacings.
- **Diagonal hopping.** These orbitals also hop diagonally, one layer across and one site along the strong in-plane axis. A rough 0.07 eV raises the hopping across the film to $t+2(0.07\ \text{eV})=0.39$ eV at zero in-plane momentum and the ground level to 77 meV, with the width still seven spacings. The in-plane mass then does depend on thickness: it exceeds the bulk value by 4 % for six layers and 22 % for two.
- **Anisotropic mass.** An orbital with a hopping of 0.03 eV across the film has a mass of about 8 electron masses in that direction and a ground level at 5.9 meV. Its box is still seven spacings wide, because $\theta_n$ does not contain $t$.
- **Scattering and temperature.** The first two levels are 139 meV apart. A mobility of 10 cm²/Vs, a rough room-temperature value, implies a broadening $\hbar/\tau=\hbar e/(\mu m)$ of 116 meV if $m$ is the light mass of 1.0. The mobility is an in-plane quantity, and an orbital with in-plane masses of 1.0 and 8.35 has a conductivity mass of 1.8, which gives 65 meV. Either way the broadening is a large fraction of the spacing. At 10 K, 1000 cm²/Vs gives 1.2 meV, but that mobility supposes a clean sample, and a rough film this thin may fall far below it.
- **Filling.** Take an orbital that hops with 0.25 eV across the film and along one in-plane axis, and with 0.03 eV along the other in-plane axis. Counting both spins, its second level in the cold film starts to fill at about $2.3\times10^{14}$ cm⁻² in that orbital, if the levels are held fixed. At that Fermi level the other two titanium orbitals of the same family are also filled, bringing the total to about $8\times10^{14}$ cm⁻². The field of these electrons and their counter-charge is left out here. For a relative permittivity of 100 to 300 it shifts the onset by a few per cent up to nearly half, in either direction, depending on where the counter-charge sits.

## Requested correction

The claim of a heavier mass should be withdrawn. For the model as stated, the box width should be $(N+1)a=2.73$ nm, and the cosine band should be used for every level above the first, since the parabola is already 7 % too high for the second. If the author wishes to keep the width $Na$, the manuscript must justify a different condition at the ends. Raising both end layers by $t$ is one change that gives this width for every level. The numerical output lists all six levels with their matched widths.

## Computed values

```
Layers N = 6; spacing a = 0.39 nm; hopping t = 0.25 eV
Band-bottom mass = 1.002 electron masses
Outer-plane distance (N-1)a = 1.95 nm
Cell thickness Na = 2.34 nm
Hard-wall width (N+1)a = 2.73 nm
Energies above band bottom in meV; widths in layers
n: ka(rad), film level, box N+1, box N, k-width, parabola width
1: 0.4488, 49.52, 50.36, 68.54, 7.0000, 7.0591
2: 0.8976, 188.26, 201.42, 274.16, 7.0000, 7.2406
3: 1.3464, 388.74, 453.20, 616.85, 7.0000, 7.5581
4: 1.7952, 611.26, 805.68, 1096.62, 7.0000, 8.0365
5: 2.2440, 811.74, 1258.88, 1713.47, 7.0000, 8.7173
6: 2.6928, 950.48, 1812.78, 2467.40, 7.0000, 9.6672
Ground-level error of parabolic box, width 6: 38.4 %
Ground-level error of parabolic box, width 7: 1.7 %
Cosine law with N in place of N+1: 66.99 meV
True ground level of 5-layer film: 66.99 meV
Mass fitted with width Na: 1.387 electron masses
Fitted mass / true mass = 1.384
Parabola width minus N, ground level, N=3: 1.1047 layers
Parabola width minus N, ground level, N=6: 1.0591 layers
Parabola width minus N, ground level, N=12: 1.0317 layers
Parabola width minus N, ground level, N=24: 1.0165 layers
Parabola width minus N, ground level, N=200: 1.0020 layers
End shift -0.5 t: ground-level width 8.7784 layers
End shift +0.5 t: ground-level width 6.3395 layers
End shift +1.0 t: ground-level width 6.0000 layers
End shift +3.0 t: ground-level width 5.4896 layers
Barrier 2.0 eV: amplitude ratio per layer 0.1030
Barrier: width 7.2199 layers = 2.816 nm
Barrier: ground level 46.59 meV
Barrier layers 20 to 40: level shift 1.6e-12 meV
Second-neighbour hopping 0.02 eV: width 7.1278 layers
Second-neighbour hopping: ground level above its band bottom 62.34 meV
Field 0.1 MV/cm: ground shift -0.17 meV, 1-2 gap change 0.21 meV
Field 1.0 MV/cm: ground shift -16.44 meV, 1-2 gap change 18.93 meV
Weak orbital: t = 0.03 eV, mass 8.35 electron masses, ground level 5.94 meV
Gap between levels 1 and 2: 138.74 meV
10 K: kT = 0.86 meV; mobility 1000 cm2/Vs: hbar/tau = 1.16 meV
300 K: kT = 25.85 meV; mobility 10 cm2/Vs: hbar/tau = 115.54 meV
Density where level 2 starts to fill (one orbital, cold): 2.28e+14 cm^-2
Density change, mesh 800 to 1600: 0.008 %
```
